# The electron-phonon width of a metallic state from alpha2F, derived twice

An electron at the Fermi level of a metal at zero temperature cannot emit a phonon, because every state below it is full. Suppose its level width is nevertheless estimated from the phonon occupations alone, with a factor $2n+1$ for stimulated and spontaneous processes. For the model metal used below, this gives a half-width of about 25 meV where the true value is zero. Dropping the 1 as well repairs the Fermi level but leaves an excited electron, at zero temperature, unable to emit at all. The correct factor contains two Fermi functions:

$$
\mathrm{Im}\,\Sigma(\omega)=-\pi\int_0^\infty d\Omega\;\alpha^2F(\Omega)\,\big[2n(\Omega)+f(\Omega+\omega)+f(\Omega-\omega)\big]. \tag{1}
$$

Here $\omega$ is the electron energy measured from the chemical potential, and $\Omega$ is a phonon energy. I set $\hbar=k_B=1$, so that $T$ is an energy, with $f(x)=1/(e^{x/T}+1)$ and $n(\Omega)=1/(e^{\Omega/T}-1)$. The self-energy $\Sigma$ is retarded, so a decaying state has $\mathrm{Im}\,\Sigma<0$. The coupling function $\alpha^2F$ is defined in the first derivation.

## The Hamiltonian

Let $i,j,k$ label Bloch states of one spin, including the band index, and let $\lambda$ label harmonic phonon modes. Degenerate waves at $\mathbf q$ and $-\mathbf q$ are combined into real standing waves, so each mode has a Hermitian coordinate $x_\lambda=b_\lambda+b_\lambda^\dagger$. Expanding the electronic potential to second order in the displacements gives

$$
H=\sum_i\varepsilon_i c_i^\dagger c_i+\sum_\lambda\Omega_\lambda b_\lambda^\dagger b_\lambda
+\sum_{ij\lambda}g^\lambda_{ij}c_i^\dagger c_jx_\lambda
+\sum_{ij\lambda\mu}D^{\lambda\mu}_{ij}c_i^\dagger c_jx_\lambda x_\mu .
$$

Zero-point amplitudes and normalization factors are contained in $g$ and $D$. The displacements are measured from thermal equilibrium positions. A term $-\sum_\lambda x_\lambda\sum_i g^\lambda_{ii}f_i$, with $f_i=f(\varepsilon_i)$, is therefore understood: it cancels the mean electronic force. Since $D$ is already second order in displacement, it is needed once, while $g$ is needed twice.

## First derivation: real energies

For operators $A$ and $B$ define the retarded function $-i\theta(t)\langle\{A(t),B\}\rangle$, with transform $\langle\langle A;B\rangle\rangle_z$ for $\mathrm{Im}\,z>0$. Differentiating in time gives

$$
z\langle\langle A;B\rangle\rangle_z=\langle\{A,B\}\rangle+\langle\langle[A,H];B\rangle\rangle_z .
$$

Take $A=c_k$ and $B=c_k^\dagger$. Because $[c_k,c_i^\dagger c_j]=\delta_{ki}c_j$,

$$
(z-\varepsilon_k)G_k=1+\sum_{j\lambda}g^\lambda_{kj}\langle\langle x_\lambda c_j;c_k^\dagger\rangle\rangle
+\sum_{j\lambda\mu}D^{\lambda\mu}_{kj}\langle\langle x_\lambda x_\mu c_j;c_k^\dagger\rangle\rangle .
$$

**The quadratic coupling.** The last correlator may be evaluated without coupling. Electrons and phonons are then independent, $\langle x_\lambda x_\mu\rangle=\delta_{\lambda\mu}(2n_\lambda+1)$, and the electron part requires $j=k$. With $G^0_k=1/(z-\varepsilon_k)$, the term is $\Sigma^{\rm DW}_kG^0_k$, where

$$
\Sigma^{\rm DW}_k=\sum_\lambda D^{\lambda\lambda}_{kk}(2n_\lambda+1).
$$

This is the Debye-Waller self-energy. It is real because $H$ is Hermitian, and it does not contain $z$. It moves the level but does not broaden it.

**The linear coupling.** Here the correlator is needed to first order in $g$. Split $x_\lambda$ into $b_\lambda$ and $b^\dagger_\lambda$. The uncoupled Hamiltonian gives $[b_\lambda c_j,H_0]=(\varepsilon_j+\Omega_\lambda)b_\lambda c_j$. For the coupling $H_1$, the identity $[bc_j,Ox]=bx[c_j,O]+[b,x]Oc_j$, with $O=c_i^\dagger c_l$, gives

$$
[b_\lambda c_j,H_1]=\sum_{l\mu}g^\mu_{jl}b_\lambda x_\mu c_l+\sum_{il}g^\lambda_{il}c_i^\dagger c_lc_j .
$$

These terms already carry one $g$, so their correlators with $c_k^\dagger$ may be uncoupled ones. In the first, $\langle b_\lambda x_\mu\rangle=\delta_{\lambda\mu}(n_\lambda+1)$ and $l=k$. For the second, anticommutation gives

$$
\{c_i^\dagger c_lc_j,c_k^\dagger\}=\delta_{jk}c_i^\dagger c_l-\delta_{lk}c_i^\dagger c_j ,
$$

whose average is $\delta_{jk}\delta_{il}f_i-\delta_{lk}\delta_{ij}f_j$. The first part is the mean electronic force and is cancelled by the equilibrium condition, which also makes $\langle b_\lambda\rangle=0$ at this order. The second part carries the Pauli principle. Together,

$$
\langle\langle b_\lambda c_j;c_k^\dagger\rangle\rangle=g^\lambda_{jk}\,\frac{1+n_\lambda-f_j}{z-\varepsilon_j-\Omega_\lambda}\,G^0_k .
$$

For $b_\lambda^\dagger$ three things change: the phonon energy enters with the opposite sign, $\langle b_\lambda^\dagger x_\lambda\rangle=n_\lambda$, and $[b_\lambda^\dagger,x_\lambda]=-1$. The numerator becomes $n_\lambda+f_j$ and the denominator $z-\varepsilon_j+\Omega_\lambda$.

Substitution gives $G_k=G^0_k+G^0_k\Sigma_kG^0_k$ to second order in displacement. This is the expansion of $G_k=1/(z-\varepsilon_k-\Sigma_k)$, so $\Sigma_k=\Sigma_k^{\rm DW}+\Sigma_k^{\rm FM}$ with the Fan-Migdal part

$$
\Sigma^{\rm FM}_k(z)=\sum_{j\lambda}|g^\lambda_{kj}|^2\left[\frac{1-f_j+n_\lambda}{z-\varepsilon_j-\Omega_\lambda}+\frac{f_j+n_\lambda}{z-\varepsilon_j+\Omega_\lambda}\right]. \tag{2}
$$

**Reduction to one integral.** Define

$$
\alpha^2F_k(\varepsilon,\Omega)=\sum_{j\lambda}|g^\lambda_{kj}|^2\,\delta(\varepsilon-\varepsilon_j)\,\delta(\Omega-\Omega_\lambda).
$$

Inserting it into (2) replaces the sum by integrals over $\varepsilon$ and $\Omega$, with no approximation. Now set $z=\omega+i0^+$. Each denominator contributes $-\pi$ times a delta function, which fixes $\varepsilon=\omega-\Omega$ in the first term and $\varepsilon=\omega+\Omega$ in the second:

$$
\begin{aligned}
\mathrm{Im}\,\Sigma_k(\omega)=-\pi\int d\Omega\,\big\{&\alpha^2F_k(\omega-\Omega,\Omega)[1-f(\omega-\Omega)+n(\Omega)]\\
&+\alpha^2F_k(\omega+\Omega,\Omega)[f(\omega+\Omega)+n(\Omega)]\big\}. 
\end{aligned}\tag{3}
$$

The first bracket equals $(1+n)(1-f')+nf'$, with $f'=f(\omega-\Omega)$. The state is emptied by emission into a vacant lower state, and filled by an electron that comes up from that state by absorption. Both processes limit the life of an excitation, so their weights add.

A constant density of states is not quite enough for the next step. What must be constant, over the energies reached by phonon exchange and thermal smearing, is the coupling-weighted density $\alpha^2F_k(\varepsilon,\Omega)$ as a function of $\varepsilon$. I assume this, and average over the Fermi surface:

$$
\alpha^2F(\Omega)=\frac{1}{N_F}\sum_k\delta(\varepsilon_k)\,\alpha^2F_k(0,\Omega),\qquad N_F=\sum_k\delta(\varepsilon_k).
$$

The resulting $\Sigma(\omega)$ is the Fermi-surface average. It is the self-energy of each state if the coupling is isotropic. Finally $1-f(\omega-\Omega)=f(\Omega-\omega)$, and the two brackets in (3) add up to the bracket in (1).

## Second derivation: imaginary frequencies

This derivation performs the band integral first and returns to real energies at the end. Let $\beta=1/T$ and $G_j(\tau)=-\langle T_\tau c_j(\tau)c_j^\dagger(0)\rangle$. The second-order term of the thermal expansion has a factor $1/2$, cancelled by the two ways of assigning the interaction times. The three electron contractions each give $-G^0$, and the definition of $G$ supplies one more minus sign. The overall sign is $-(-1)^3=+1$, so

$$
\Sigma_k(\tau)=\sum_{j\lambda}|g^\lambda_{kj}|^2G^0_j(\tau)X_\lambda(\tau),\qquad
X_\lambda(\tau)=(n_\lambda+1)e^{-\Omega_\lambda\tau}+n_\lambda e^{\Omega_\lambda\tau}
$$

for $0<\tau<\beta$. The mean-force contraction is again absent. The quadratic coupling acts at a single time and adds $D^{\lambda\lambda}_{kk}X_\lambda(0)$, the same Debye-Waller term as before.

Let $\nu$ be a bosonic frequency, with $e^{i\nu\beta}=1$. Since $(n+1)(1-e^{-\beta\Omega})=1$ and $n(e^{\beta\Omega}-1)=1$,

$$
X(i\nu)=\int_0^\beta d\tau\,e^{i\nu\tau}X(\tau)=\frac1{\Omega-i\nu}+\frac1{\Omega+i\nu}=\frac{2\Omega}{\Omega^2+\nu^2}.
$$

A product in time is a convolution in frequency. With fermionic frequencies $\omega_m=(2m+1)\pi T$, the sum over intermediate states contains

$$
\int_{-W_1}^{W_2}\frac{d\varepsilon}{i\omega_m-\varepsilon}\simeq\ln\frac{W_1}{W_2}-i\pi\,\mathrm{sgn}\,\omega_m ,
$$

where $W_1$ and $W_2$ are the distances from the Fermi level to the band edges. This holds for $|\omega_m|\ll W_{1,2}$. Larger frequencies are suppressed by the $1/\nu^2$ decay of $X$. The logarithm multiplies $T\sum_\nu X(i\nu)=X(\tau=0)=2n+1$, and thus gives a real shift independent of frequency. I collect this shift and the Debye-Waller term, averaged in the same way, in $C(T)$. Then

$$
\Sigma(i\omega_n)-C=-i\pi T\int d\Omega\,\alpha^2F(\Omega)\sum_m\mathrm{sgn}(\omega_m)\,\frac{2\Omega}{\Omega^2+(\omega_n-\omega_m)^2}. \tag{4}
$$

**Return to real energies.** Take $\omega_n>0$ and write $z=i\omega_n$. Replacing $i\omega_n$ by $z$ directly in (4) would put poles at $z=i\omega_m\pm\Omega$ in the upper half-plane, where a retarded function has none. The remedy is to write the signed sum as the full sum minus twice the part with negative $\omega_m$. The full sum is $(2n+1)/T$, by the relation just used. Relabelling the negative frequencies as $-\omega_m$ with $m\ge0$ gives

$$
\Sigma(z)-C=\int d\Omega\,\alpha^2F\left\{-i\pi(2n+1)+2\pi iT\sum_{m\ge0}\left[\frac1{\Omega+z+i\omega_m}+\frac1{\Omega-z-i\omega_m}\right]\right\}. \tag{5}
$$

All poles now lie at $z=-i\omega_m\pm\Omega$, in the lower half-plane. The expression is bounded in the upper half-plane. A bounded analytic function there is fixed by its values at the points $i\omega_n$, because $\sum_n1/\omega_n$ diverges and a nonzero bounded function cannot have zeros that dense. Hence (5) is the required continuation.

At real $z=\omega$, the imaginary part of the second term in braces is

$$
2\pi T\sum_{m\ge0}\left[\frac{\Omega+\omega}{(\Omega+\omega)^2+\omega_m^2}+\frac{\Omega-\omega}{(\Omega-\omega)^2+\omega_m^2}\right]
=\frac\pi2\left[\tanh\frac{\Omega+\omega}{2T}+\tanh\frac{\Omega-\omega}{2T}\right].
$$

This uses the partial-fraction series $\tanh(y/2T)=4T\sum_{m\ge0}y/(y^2+\omega_m^2)$. Since $\tanh(y/2T)=1-2f(y)$, the right side is $\pi[1-f(\Omega+\omega)-f(\Omega-\omega)]$. Adding $-\pi(2n+1)$ gives (1) again.

The real part comes from the same expression. The digamma function satisfies $\psi(a)-\psi(b)=\sum_{m\ge0}[1/(m+b)-1/(m+a)]$. Taking a factor $2\pi iT$ out of each denominator in (5) yields

$$
\Sigma(\omega)=C+\int d\Omega\,\alpha^2F\left\{\psi\!\left(\tfrac12+i\tfrac{\Omega-\omega}{2\pi T}\right)-\psi\!\left(\tfrac12-i\tfrac{\Omega+\omega}{2\pi T}\right)-i\pi(2n+1)\right\}. \tag{6}
$$

As $T\to0$, $\psi(u)\to\ln u$ for large $|u|$, and the real part of the braces becomes $\ln|(\Omega-\omega)/(\Omega+\omega)|$. For small $\omega$ this is $-2\omega/\Omega$, so $\mathrm{Re}\,\Sigma-C\simeq-\lambda\omega$, with $\lambda=2\int d\Omega\,\alpha^2F/\Omega$.

## A model metal

Take $\alpha^2F(\Omega)=\lambda(\Omega/\Omega_D)^2$ for $\Omega<\Omega_D$ and zero above, with $\lambda=0.8$ and $\Omega_D=30$ meV. The definition of $\lambda$ is satisfied, since $2\int_0^{\Omega_D}\Omega\,d\Omega/\Omega_D^2=1$.

At $T=0$ the bracket in (1) is 1 for $\Omega<|\omega|$ and 0 otherwise. An electron can emit any phonon whose energy does not exceed its own excitation energy. For $|\omega|<\Omega_D$,

$$
-\mathrm{Im}\,\Sigma=\frac{\pi\lambda|\omega|^3}{3\Omega_D^2},\qquad
\omega=15\ \text{meV}:\quad \frac{\pi(0.8)(15)^3}{3(30)^2}=3.14\ \text{meV}.
$$

Above $\Omega_D$ it stays at $\pi\lambda\Omega_D/3=25.1$ meV, the value that the factor $2n+1$ would wrongly assign to the Fermi level.

At 100 K, where $T=8.617$ meV, consider the phonon $\Omega=20$ meV and the electron $\omega=15$ meV. The bracket is

$$
2(0.1089)+0.0169+0.3589=0.594 .
$$

The first bracket of (3), which couples to the state at $\omega-\Omega$, supplies 0.468 of this: 0.398 from emission out of the state and 0.070 from absorption into it. The second bracket, which couples to the state at $\omega+\Omega$, supplies 0.126: 0.107 from absorption out of the state and 0.019 from emission into it. With $\alpha^2F=0.356$, the integrand for $-\mathrm{Im}\,\Sigma$ is $\pi(0.356)(0.594)=0.66$. The table lists $-\mathrm{Im}\,\Sigma$ in meV. The zero-temperature row is the closed form above, and the other rows come from Gauss-Legendre quadrature over all phonon energies:

| Temperature | $\omega=0$ | $\omega=15$ meV | $\omega=60$ meV |
|---|---:|---:|---:|
| 0 | 0 | 3.14 | 25.1 |
| 10 K | 0.015 | 3.25 | 25.1 |
| 100 K | 10.4 | 14.4 | 31.0 |
| 300 K | 58.4 | 59.0 | 64.7 |

The first column has a simple form. With $y=\Omega/T$, $n+f=1/(e^y-1)+1/(e^y+1)=1/\sinh y$, so the bracket is $2/\sinh y$. For $T$ well above the phonon energies, $2/\sinh y\simeq2/y-y/3$, and

$$
-\mathrm{Im}\,\Sigma(0)\simeq\pi\lambda T-\frac{\pi}{3T}\int d\Omega\,\Omega\,\alpha^2F
=\pi\lambda T\left(1-\frac{\Omega_D^2}{12T^2}\right).
$$

At 300 K, $T=25.85$ meV is still slightly below $\Omega_D$, so the expansion can only be approximate. There $\pi\lambda T=65.0$ meV. The correction factor is $1-900/8020=0.888$, which gives 57.7 meV, against 58.4 meV from the integral. At 300 K the width depends only weakly on $\omega$ between 0 and 15 meV. The sum $f(\Omega+\omega)+f(\Omega-\omega)$ is even in $\omega$ at any temperature, so for small $\omega$ its change begins with $\omega^2f''(\Omega)$. When $\Omega$ is small compared with $T$, this is about $\Omega\omega^2/(8T^3)$, which falls rapidly on heating.

The real part from (6), $\mathrm{Re}\,\Sigma-C$ at 15 meV, is $-13.9$ meV at 10 K, $-10.0$ meV at 100 K and $-2.8$ meV at 300 K. At this energy the level shift relative to $C$ weakens on heating while the width grows. The shift does not weaken steadily at every energy: at 60 meV it is $-6.4$ meV at 10 K, $-7.1$ meV at 100 K and $-5.9$ meV at 300 K.

At 300 K and the Fermi level, $-\mathrm{Im}\,\Sigma=58.4$ meV, or $2.15\times10^{-3}$ hartree. If $\Sigma$ varied little with energy, the amplitude would decay as $e^{-|\mathrm{Im}\,\Sigma|t}$ and the probability at twice that rate, with a time $\hbar/(2|\mathrm{Im}\,\Sigma|)=5.6$ fs. The condition holds only roughly: the slope of $\mathrm{Re}\,\Sigma$ here is about $-0.2$, and the factor $1-\partial\,\mathrm{Re}\,\Sigma/\partial\omega$ would lengthen the time to about 6.7 fs. The half-width here exceeds both $T$ and $\Omega_D$, so this time describes a scattering rate rather than a sharp, long-lived state.

## What each derivation assumes

Both derivations use harmonic phonons, equilibrium positions and the lowest-order self-energy. They differ in when the flat-band assumption enters and in what they require of the intermediate electron.

The first uses the assumption last. Equation (3) remains valid at this order when $\alpha^2F_k$ depends on $\varepsilon$, and it shows the energies at which the coupling must then be taken. A two-dimensional parabolic band illustrates the point, since its density of states is constant. Let phonons of energy $cq$ couple with $|g|^2\propto q$. Changing the final energy by $\Omega$ changes the final momentum by about $\Omega/v_F$. Relative to $k_F$ this is at most of order $c/v_F$ for $\Omega\le2ck_F$. For an electron at $\omega=0$ and $\Omega$ well below $2ck_F$, $\alpha^2F_k$ changes by a relative amount of the same order, about 1.3% at $\Omega=ck_F$ for $c/v_F=0.02$. For $\omega\neq0$ with the initial momentum at $k_F$, the final momentum moves by a further $\omega/v_F$, and $\alpha^2F_k$ vanishes below a forward-scattering edge near $\Omega\approx c|\omega|/v_F$; the phonons lost there carry little weight. Near $2ck_F$ it has an inverse-square-root edge from backscattering, located where $q$ equals the sum of the initial and final momenta. This edge moves with the final energy, so the local change there is of order one, and only the integrated width stays close to (1).

With the initial momentum held at $k_F$, I solved energy conservation numerically for each scattering angle, at $T=0.2(2ck_F)$ and electron energies 0.5, 1 and 3 times $2ck_F$. The largest deviation of the width, relative to (1), was 1.6% for $c/v_F=0.02$ and 0.8% for $c/v_F=0.01$. At these energies equation (1) therefore has an error of first order in $c/v_F$, despite the constant density of states. The prefactor depends on the initial momentum: taking it on the bare band at energy $\omega$ instead raises the two deviations to 5.8% and 3.0%. At $\omega=0$ the first-order changes from emission and absorption cancel, and the deviation is only about 0.02% for $c/v_F=0.02$.

The second derivation needs the flat band from the start, but asks less of the intermediate electron. The first gives that electron a sharp energy, which looks doubtful when the widths exceed the phonon energies, as at 300 K above. Suppose instead that the internal line in the second derivation carries the isotropic self-energy itself. The band integral becomes

$$
\int\frac{d\varepsilon}{i\omega_m-\Sigma(i\omega_m)-\varepsilon}.
$$

By (4), $\mathrm{Im}\,\Sigma(i\omega_m)$ has the sign opposite to $\omega_m$, because frequencies of the same sign as $\omega_m$ lie closer to it and carry more weight. The imaginary part of $i\omega_m-\Sigma$ therefore keeps the sign of $\omega_m$, and the integral still gives $-i\pi\,\mathrm{sgn}\,\omega_m$. Its real part merely shifts the distant band edges. For band edges at $\pm W$ the correction is of relative size about $2|\mathrm{Im}\,\Sigma|/(\pi W)$; for the model metal at 300 K it lowers the width at the Fermi level by about 2% for $W=2$ eV and 7% for $W=0.5$ eV. Up to this correction, equation (4) is unchanged, and (1) with it: in a flat band, broadening the intermediate states redistributes their weight in energy without changing the total that enters. Processes in which phonon lines cross are still omitted, so this does not justify (1) for arbitrarily strong coupling.

The derivations also deliver different things. The first gives the division of the width into emission and absorption; its equation (2) also contains the real part, as a principal-value integral over the band. The second gives the complex function in the closed form (6) and shows which part of it is a constant. The width nevertheless determines the rest up to that constant. Equation (2) is a sum of real-axis poles, so for a wide flat band, with $\mathrm{Im}\,\Sigma$ even in $\omega$,

$$
\Sigma(i\omega_n)-C=-\frac1\pi\int d\omega\,\frac{\mathrm{Im}\,\Sigma(\omega)}{i\omega_n-\omega}
=\frac{i}{\pi}\int d\omega\,\frac{\omega_n\,\mathrm{Im}\,\Sigma(\omega)}{\omega_n^2+\omega^2}.
$$

For the model metal at 100 K and $\omega_0=\pi T=27.07$ meV, inserting (1) and integrating numerically gives $\mathrm{Im}\,\Sigma(i\omega_0)=-21.66$ meV. In (4) at this frequency the terms $m$ and $-m$ cancel in pairs, and only $m=0$ survives. This leaves $-\pi\lambda T=-21.66$ meV, the same value. At $\omega_2=5\pi T=135.36$ meV, the integral and the sum (4) over 4000 frequencies both give $-28.78$ meV.

Numerical values quoted here were computed with a short program.
